# Why a zero-point barrier shift spoils the classical Vineyard rate when hot

Suppose a hydrogen atom hops through an oxide diffusion barrier at 1200 K, and its rate is computed from a classical prefactor and a potential barrier. Someone then improves the barrier by adding the zero-point energy of the saddle and subtracting that of the well. For the model worked out below, the original rate was too low by a factor of 1.65. The "improved" rate is too high by a factor of 2.55. A film judged by it would seem to leak much faster than the same model, treated consistently, says it does.

The zero-point energies are real. The fault lies in putting them into the exponent while leaving the prefactor classical. At high temperature the quantum prefactor contains a term that cancels the shift to first order.

## The counter-example

### Three rates for one hop

The atom has \(N\) vibrational modes of frequency \(\nu_i\) in its well. At the saddle it has \(N-1\) real modes \(\nu_j^\ddagger\) and one unstable direction \(s\). The bare barrier \(\Delta V\) is the potential at the saddle minus the potential at the well minimum, so it contains no zero-point energy. Well and saddle are taken as harmonic, the well is in thermal equilibrium, and an atom that crosses the saddle doesn't return at once. Below, \(\beta=1/kT\).

**Classical rate.** The rate is the one-way flux through \(s=0\) divided by the population of the well. In mass-weighted coordinates, each vibrational mode contributes the phase-space integral

\[
\int dp\,dq\;e^{-\beta(p^2+\omega^2q^2)/2}=\frac{2\pi kT}{\omega}=\frac{kT}{\nu}.
\]

The velocity along \(s\) is \(p_s\), and its flux integral is \(\int_0^\infty p_s e^{-\beta p_s^2/2}dp_s=kT\). Therefore

\[
k_{\rm cl}=\frac{kT\prod_j(kT/\nu_j^\ddagger)}{\prod_i(kT/\nu_i)}\,e^{-\beta\Delta V}
=\nu^*e^{-\beta\Delta V},\qquad
\nu^*=\frac{\prod_i\nu_i}{\prod_j\nu_j^\ddagger}.
\]

There are \(N\) powers of \(kT\) above and \(N\) below, so they cancel. This is the Vineyard rate.

**Hybrid rate.** It keeps \(\nu^*\) but shifts the barrier:

\[
k_z=\nu^*e^{-\beta(\Delta V+\Delta E_z)},\qquad
\Delta E_z=\frac h2\Big(\sum_j\nu_j^\ddagger-\sum_i\nu_i\Big).
\]

**Quantum reference.** Each vibrational state of the saddle, with energy \(\varepsilon_n\), is a channel for motion along \(s\). For now a channel is open above its threshold \(\Delta V+\varepsilon_n\) and closed below it, so there is no tunnelling. A channel has \(dp\,ds/h\) states, moving at speed \(dE/dp\). Its thermal flux is

\[
\int\frac{dp}{h}\frac{dE}{dp}e^{-\beta E}
=\frac1h\int_{\Delta V+\varepsilon_n}^{\infty}e^{-\beta E}dE
=\frac{kT}{h}e^{-\beta(\Delta V+\varepsilon_n)}.
\]

Summing over channels and dividing by the partition function of the well gives

\[
k_q=\frac{kT}{h}\,\frac{\prod_jq_j^\ddagger}{\prod_iq_i}\,e^{-\beta\Delta V}.
\]

Here \(q\) is the partition function of one oscillator, with energies measured from the bottom of its potential. With \(x=h\nu/2kT\), the levels are \((2n+1)x\) in units of \(kT\), and the geometric series gives

\[
q=\sum_{n=0}^\infty e^{-(2n+1)x}=\frac{e^{-x}}{1-e^{-2x}}=\frac1{2\sinh x}.
\]

To compare with the classical rate, write its prefactor in the same variables. Since \(\nu=(2kT/h)x\), and the well has one mode more than the saddle,

\[
\nu^*=\frac{2kT}{h}\frac{\prod_ix_i}{\prod_jx_j^\ddagger},\qquad
\frac{kT}{h}\frac{\prod_jq_j^\ddagger}{\prod_iq_i}
=\frac{2kT}{h}\frac{\prod_i\sinh x_i}{\prod_j\sinh x_j^\ddagger}.
\]

Their ratio gives the true quantum correction, \(F\). The correction claimed by the hybrid is \(Z\):

\[
F=\ln\frac{k_q}{k_{\rm cl}}=\sum_if(x_i)-\sum_jf(x_j^\ddagger),\qquad
f(x)=\ln\frac{\sinh x}{x},
\]
\[
Z=\ln\frac{k_z}{k_{\rm cl}}=-\frac{\Delta E_z}{kT}=\sum_ix_i-\sum_jx_j^\ddagger .
\]

The hybrid thus replaces \(f(x)\) by \(x\) in every mode.

### The numbers at 1200 K

The well modes are 105, 28 and 24 THz: one O–H stretch and two bends. The real saddle modes are 45 and 40 THz, and the bare barrier is 1.20 eV. At 1200 K, \(kT=0.1034\) eV and \(kT/h=25.00\) THz. The prefactor is

\[
\nu^*=\frac{105\times28\times24}{45\times40}=39.2\ \text{THz}.
\]

The frequencies sum to 157 THz in the well and 85 THz at the saddle, so \(\Delta E_z=-(h/2)(72\ \text{THz})=-0.149\) eV. The hybrid correction is \(Z=0.1489/0.1034=1.440\), a factor of 4.22.

For the true correction, the well has \(x=2.100,\,0.560,\,0.480\) and the saddle \(x=0.900,\,0.800\). Hence

\[
F=(0.6496+0.0517+0.0381)-(0.1315+0.1044)=0.5035,
\]

a factor of 1.65. The hybrid exceeds the quantum rate by \(e^{1.440-0.504}=2.55\).

In absolute terms, \(k_{\rm cl}=3.6\times10^8\), \(k_q=5.9\times10^8\) and \(k_z=1.5\times10^9\ \text{s}^{-1}\). The direction of the correction was right, but its size was so exaggerated that no correction would have been better.

### A case with the wrong direction

Take well modes of 100, 10 and 10 THz and saddle modes of 70 and 60 THz, again at 1200 K. The frequency sum rises from 120 to 130 THz, so the hybrid raises the barrier and multiplies the classical rate by 0.819. The quantum factor is 1.074: the rate goes up.

The reason is that \(f\) grows quadratically at small \(x\), as shown next. It therefore compares sums of squares, 10200 THz² in the well against 8500 THz² at the saddle. The zero-point energy compares plain sums, and the two comparisons can disagree. The stiffest mode here has \(x=2.0\), which isn't small, so the squares give only a rough size: the leading term alone would give a factor of 1.12 instead of 1.074. Its sign is nevertheless right.

## The correct statement and its proof

Let the error of a rate be the size of the logarithm of its ratio to \(k_q\). The errors are then \(|F|\) for the classical rate and \(|Z-F|\) for the hybrid.

**Statement.** Within harmonic transition-state theory, if \(\Delta E_z\neq0\), the hybrid rate is worse than the classical rate at sufficiently high temperature. As \(h\nu/kT\to0\), the hybrid error falls as \(1/T\), while the classical error falls at least as fast as \(1/T^2\).

**Proof.** The hybrid is better when \((Z-F)^2<F^2\). Expanding the square gives \(Z^2<2ZF\), and division by the positive number \(Z^2\) gives

\[
\text{hybrid better}\iff\frac FZ>\frac12 .
\]

It remains to find \(F/Z\) at high temperature. From \(\sinh x/x=1+x^2/6+x^4/120+\dots\) and \(\ln(1+y)=y-y^2/2+\dots\),

\[
f(x)=\frac{x^2}{6}+\Big(\frac1{120}-\frac1{72}\Big)x^4+\dots
=\frac{x^2}{6}-\frac{x^4}{180}+\dots
\]

Inserting \(x=h\nu/2kT\),

\[
F=\frac{h^2}{24(kT)^2}\Big(\sum_i\nu_i^2-\sum_j\nu_j^{\ddagger2}\Big)+O(T^{-4}),
\qquad Z=-\frac{\Delta E_z}{kT}.
\]

So \(F/Z\) vanishes at least as fast as \(1/T\), and must eventually fall below one half. The classical error is \(|F|=O(T^{-2})\), and the hybrid error is \(|Z-F|=|\Delta E_z|/kT+O(T^{-2})\). This proves the statement.

The mathematical limit needs a physical reading. Transition-state theory also requires \(kT\ll\Delta V\), so the useful regime is \(h\nu\ll kT\ll\Delta V\). The stretch in the example, with \(x=2.1\), isn't in that regime. The leading term alone would give \(F=0.584\) instead of 0.504, and the example therefore uses the full function \(f\). Its ratio \(F/Z=0.35\) is nevertheless below one half.

### Where the cancellation happens

The zero-point energy hasn't disappeared from \(k_q\). In each partition function it is the factor \(e^{-x}\). The other factor comes from the excited states, and at small \(x\) it is

\[
\frac1{1-e^{-2x}}=\frac1{2x-2x^2+\frac43x^3-\dots}
=\frac1{2x}\Big(1+x+\frac{x^2}{3}+\dots\Big).
\]

Multiplying by \(e^{-x}=1-x+x^2/2-\dots\) gives

\[
2xq=1+(x-x)+\Big(\frac13-1+\frac12\Big)x^2+\dots=1-\frac{x^2}{6}+\dots
\]

The term \(-x\) is the zero-point shift. The term \(+x\) belongs to the ladder of excited levels, whose sum exceeds the classical integral \(1/2x\) when the energy is counted from the lowest level. The hybrid keeps the first and drops the second.

Mean energies say the same. For one oscillator, \(-\partial\ln q/\partial\beta=(h\nu/2)\coth x\). Since \(\coth x=1/x+x/3+\dots\), this equals \(kT(1+x^2/3+\dots)\). A hot oscillator has mean energy \(kT\) with its zero-point energy already included, not \(kT+h\nu/2\).

### The prefactor that belongs to the shifted barrier

A barrier that includes zero-point energy is legitimate if the factors \(e^{-x}\) are moved out of the partition functions and into the exponent, once. Then

\[
k_q=\nu_qe^{-\beta(\Delta V+\Delta E_z)},\qquad
\nu_q=\frac{kT}{h}\,\frac{\prod_i(1-e^{-2x_i})}{\prod_j(1-e^{-2x_j^\ddagger})}.
\]

At 1200 K, \(\nu_q=15.4\) THz, against \(\nu^*=39.2\) THz. Their ratio, 2.55, is the whole error of the hybrid. Both forms of \(k_q\) are consistent: the bare barrier with full partition functions, and the shifted barrier with \(\nu_q\). The classical approximation pairs the bare barrier with \(\nu^*\).

## Cooling down

When every \(x\) is large, the factors \(1-e^{-2x}\) tend to one and \(\nu_q\to kT/h\). Therefore

\[
\frac{k_z}{k_q}=\frac{\nu^*}{\nu_q}\to\frac{h\nu^*}{kT}.
\]

The shifted exponent is now right, but the prefactor in general isn't. In this limit, once \(kT\) is below \(h\nu^*\), the hybrid rate is too high, and increasingly so on cooling. Its logarithmic error grows like \(\ln(1/T)\). If \(\Delta E_z\neq0\), that of the classical rate grows like \(1/T\), so the hybrid eventually wins within this model. This limit ignores tunnelling, which must be added before it describes a cold atom.

The change-over depends on the modes. For a single well mode with no partner at the saddle, the criterion is \(f(x)>x/2\), which is met when \(h\nu/kT\) exceeds 8.6. In this single-mode case \(h\nu\) must be much larger than \(kT\), not merely larger. With several modes a change-over comes where \(F/Z=\tfrac12\), and some sets of modes have more than one. Unless every \(x\) is small there, its position depends on the individual frequencies, not just on their sums and sums of squares.

For the full set of modes in the example, the factors relative to the classical rate are:

| T (K) | quantum | hybrid |
|---|---|---|
| 500 | 7.31 | 31.7 |
| 700 | 3.38 | 11.8 |
| 1000 | 1.99 | 5.63 |
| 1200 | 1.65 | 4.22 |
| 2000 | 1.22 | 2.37 |

The errors are equal at 684 K. At 500 K the hybrid is better, but it is still 4.3 times too high relative to \(k_q\).

### Slopes and isotope ratios are different questions

The statement concerns the rate. A slope in an Arrhenius plot can favour the hybrid at a temperature where the rate does not. Differentiating \(k_q\), and noting that the factor \(kT/h\) contributes \(kT\), gives the apparent activation energy

\[
E_a=-\frac{\partial\ln k_q}{\partial\beta}
=\Delta V+kT+\sum_j\frac{h\nu_j^\ddagger}{2}\coth x_j^\ddagger
-\sum_i\frac{h\nu_i}{2}\coth x_i .
\]

At high temperature the modes contribute \((N-1)kT-NkT=-kT\), which cancels the explicit \(kT\), so \(E_a\to\Delta V\). At 1200 K, however, \(E_a=1.109\) eV. This is nearer to the shifted barrier, 1.051 eV, than to the bare one, 1.20 eV.

There is no contradiction. Since \(F\) vanishes at \(\beta=0\),

\[
F(\beta)=\int_0^\beta[\Delta V-E_a(\beta')]\,d\beta' .
\]

The lowering of the slope builds up gradually from zero, and the rate feels its accumulated effect. The hybrid applies the full lowering from \(\beta=0\) onwards. To leading order \(F\propto\beta^2\) and \(Z\propto\beta\), so the ratio of their slopes is \(2F/Z\). The slope therefore passes the one-half mark at a higher temperature than the rate does.

The hydrogen-to-deuterium ratio behaves similarly. If only the light atom moves, its frequencies scale as \(m^{-1/2}\). The prefactor has one more frequency above than below, so the classical ratio is \(\sqrt2=1.414\). At 1200 K the quantum ratio is 1.787 and the hybrid ratio 2.156, both without tunnelling. The classical ratio is low by a factor of 1.26 and the hybrid high by 1.21, so the hybrid is slightly closer.

To leading order, replacing hydrogen by deuterium halves \(F\) but divides \(Z\) by only \(\sqrt2\). The relevant ratio is thus \((1-\tfrac12)/(1-1/\sqrt2)=1.71\) times \(F/Z\). It too vanishes at high temperature, where the classical isotope ratio becomes the better one.

## Tunnelling through a parabolic top does not restore the linear term

Let the barrier top be an inverted parabola with unstable frequency \(\nu_b=\omega_b/2\pi\), and let \(\epsilon\) be the energy along \(s\) measured from the top. With \(e=\epsilon/h\nu_b\) and a scaled coordinate \(y\), the wave equation is \(\psi''+(y^2+2e)\psi=0\). Far to the right, the transmitted wave is \(t\,y^{ie-1/2}e^{iy^2/2}\).

Continue it to the far left along a large arc in the upper half-plane, \(y=|y|e^{i\varphi}\) with \(\varphi\) from 0 to \(\pi\). In the first quarter-turn this exponential is the decaying one, and there is no growing wave present that could alter its coefficient. In the last quarter-turn it is itself the growing one, and a decaying wave that appears beside it can't change its coefficient, which therefore carries through to the negative axis. There it is the reflected wave, with amplitude

\[
r=t\,e^{i\pi(ie-1/2)}=-i\,t\,e^{-\pi e}.
\]

Flux conservation, \(|r|^2+|t|^2=1\), gives \(P=|t|^2=1/(1+e^{-2\pi e})\). The tunnelling factor is the thermal average of \(P\) relative to a sharp threshold. With \(u=h\nu_b/kT\) and \(w=e^{-2\pi e}\),

\[
\kappa=u\int_{-\infty}^{\infty}\frac{e^{-ue}}{1+e^{-2\pi e}}\,de
=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}\,dw
=\frac{u/2}{\sin(u/2)} .
\]

The last step uses the standard integral \(\int_0^\infty w^{b-1}/(1+w)\,dw=\pi/\sin\pi b\) for \(0<b<1\). The result holds for \(u<2\pi\). At small \(u\), \(\ln\kappa=u^2/24+\dots\), which is again quadratic. Adding it to \(F\) gives

\[
\ln\frac{\kappa k_q}{k_{\rm cl}}\simeq\frac{\hbar^2}{24(kT)^2}
\Big(\sum_i\omega_i^2-\sum_j\omega_j^{\ddagger2}+\omega_b^2\Big)
=\frac{\hbar^2}{24(kT)^2}\big(\operatorname{Tr}K_{\rm well}-\operatorname{Tr}K_{\rm saddle}\big),
\]

where \(K\) is the mass-weighted matrix of second derivatives of the potential. The sign of \(\omega_b^2\) follows because the unstable direction contributes \(-\omega_b^2\) to the saddle trace. For a harmonic well and a parabolic barrier top, the leading correction thus measures the total loss of curvature between well and saddle.

With \(\nu_b=35\) THz, the parabolic factor at 1200 K is 1.087. A smooth Eckart barrier of the same height and top curvature gives 1.093. Because it isn't exactly parabolic, its \(\ln\kappa\) exceeds the parabolic value by about \((0.6\text{ to }0.7\ \text{meV})/kT\) between 1000 and 3000 K. This excess is roughly linear in \(1/T\), but it is negligible beside \(|\Delta E_z|=149\) meV. Including the latter, the classical rate is 1.81 times too low and the hybrid 2.33 times too high. The verdict at 1200 K survives, but by a smaller margin, and the equal-error temperature rises from 684 to 922 K. This temperature depends on the assumed \(\nu_b\): it is 813 K for 25 THz, 1055 K for 45 THz and 1209 K for 55 THz, where the two errors at 1200 K are about equal. The parabolic formula diverges at 267 K, where \(u=2\pi\). It can't be used there or below, and just above that temperature it already gives far too large a factor compared with the Eckart barrier.

## What this means for an oxide barrier film

The parameters are rough values for untrapped hydrogen moving between oxygen ions in a dense oxide such as alumina; they aren't a calculation for a particular film. Let the wells form a simple cubic network with spacing \(d=0.25\) nm, and let \(k\) be the rate to each neighbour. Along one axis there are two such hops, so \(\langle X^2\rangle=2kd^2t\). Comparison with \(2Dt\) gives \(D=kd^2\), and the time to spread over a thickness \(L\) is about \(L^2/2D\).

For a 100 nm film at 1200 K, the diffusion coefficients are \(2.2\times10^{-7}\) (classical), \(3.7\times10^{-7}\) (quantum) and \(9.4\times10^{-7}\) cm²/s (hybrid). The times are 0.22, 0.14 and 0.05 ms. At 500 K the times are about 2500, 350 and 80 s. Eckart tunnelling speeds up the quantum result at 500 K by a further factor of about 1.7, to about 210 s. There the classical estimate is too optimistic about the film and the hybrid too pessimistic.

Other sources of error at 1200 K can be larger or smaller than the quantum correction:

- An error of 0.05 eV in the barrier changes the rate by a factor of 1.62, almost the same as the quantum factor of 1.65. An error of 0.10 eV changes it by a factor of 2.63.
- If three host modes stiffen from 15 to 16.5 THz at the saddle, an assumed change, the classical prefactor falls to 0.75 of its value. Their quantum factor is 0.99.
- Replacing the harmonic O–H stretch by a Morse well 4.6 eV deep changes its quantum factor from 1.91 to 1.88.

The model also assumes that hydrogen is untrapped, and in a real film this may fail. If defects hold all but a fraction \(c\) of the hydrogen, and exchange is fast, the effective diffusion coefficient is \(cD\). With one atom in a thousand free, the times above grow a thousandfold, far more than any correction discussed here. Recrossing of the saddle would lower the rate as well, by an amount this model doesn't determine.

For a rate at anneal temperature with modes like these, the full partition functions are the sound choice. They need no information beyond the frequencies already used for \(\nu^*\) and \(\Delta E_z\). If they aren't used, the bare classical rate is the better of the two approximations above the equal-error temperature, which is 922 K in this example once tunnelling with \(\nu_b=35\) THz is included. It rises with \(\nu_b\), and it becomes 986 K if the three stiffening host modes are included as well. For a cooler anneal, such as one at 500 K, the hybrid is the closer of the two, though still well off. The values behind these comparisons are in the numerical output below.

## Computed results

```
well modes (THz): 105.0 28.0 24.0
real saddle modes (THz): 45.0 40.0
unstable mode 35 THz; bare barrier 1.20 eV
hop length 0.25 nm; film 100 nm
Vineyard prefactor: 39.20 THz
zero-point shift: -0.1489 eV
shifted barrier: 1.0511 eV
kT at 1200 K: 0.10341 eV; kT/h: 25.004 THz
x = h nu/2kT at 1200 K, well: 2.0997 0.5599 0.4799
x at 1200 K, saddle: 0.8999 0.7999
ln(sinh x/x), well: 0.6496 0.0517 0.0381
ln(sinh x/x), saddle: 0.1315 0.1044
ln(quantum/classical): 0.5035; leading term 0.5838
ln(hybrid/classical): 1.4398
T(K) quantum/class. hybrid/class. hybrid/quantum Eckart tunnelling
500 7.314 31.673 4.331 1.685
700 3.385 11.801 3.487 1.296
1000 1.990 5.628 2.828 1.136
1200 1.654 4.220 2.550 1.093
1500 1.402 3.164 2.257 1.060
2000 1.219 2.372 1.946 1.034
1200 K classical: k 3.577e+08 1/s, D 2.236e-07 cm2/s, time 2.237e-04 s
1200 K quantum: k 5.918e+08 1/s, D 3.699e-07 cm2/s, time 1.352e-04 s
1200 K hybrid: k 1.509e+09 1/s, D 9.434e-07 cm2/s, time 5.300e-05 s
500 K classical: k 3.146e+01 1/s, D 1.967e-14 cm2/s, time 2.543e+03 s
500 K quantum: k 2.301e+02 1/s, D 1.438e-13 cm2/s, time 3.477e+02 s
500 K hybrid: k 9.966e+02 1/s, D 6.229e-13 cm2/s, time 8.028e+01 s
prefactor paired with shifted barrier, 1200 K: 15.37 THz
apparent activation energy, 1200 K: 1.1089 eV
apparent activation energy, 500 K: 1.0809 eV
equal-error temperature, no tunnelling: 684 K
equal-error temperature, with tunnelling: 922 K
single well mode, equal errors at h nu/kT = 8.615
error ratio on doubling T: classical 3.998, hybrid 1.975
H/D ratio 1200 K: classical 1.414, quantum 1.787, hybrid 2.156
wrong-sign set, well (THz): 100.0 10.0 10.0 saddle: 70.0 60.0
its factors at 1200 K: quantum 1.074, hybrid 0.819
parabolic tunnelling factor, 1200 K: 1.087
parabolic formula diverges at 267 K
quantum x tunnelling / classical, 1200 K: 1.809
hybrid / (quantum x tunnelling): 2.333
O-H stretch quantum factor: harmonic 1.915, Morse 1.883 (depth 4.6 eV)
Morse/harmonic classical partition function: 1.012
host modes 15.0 to 16.5 THz (three): quantum 0.991, prefactor 0.751
rate factor for 0.05 eV barrier error, 1200 K: 1.622
```
